# Bare and Inverse Transverse Response in Exchange Parameters and Adiabatic Magnons

## Result

A collinear ferromagnet with one magnetic site per cell has moment $m$, exchange splitting $\Delta$ and static bare transverse response $\chi(\mathbf q)$. The magnetic force theorem tilts the exchange fields and gives the magnon energy $\omega_F$. Tilting the moments themselves gives the adiabatic magnon energy $\omega_M$:

$$\omega_F=\Delta\left[1-\frac{\chi(\mathbf q)}{\chi(0)}\right],\qquad \omega_M=\Delta\left[\frac{\chi(0)}{\chi(\mathbf q)}-1\right],\qquad \frac1{\omega_F}-\frac1{\omega_M}=\frac1\Delta. \tag{1}$$

The first is linear in $\chi$, the second in its inverse. Both have the same $q^2$ coefficient, and they separate once $\omega_F$ is a sizeable fraction of $\Delta$. With several sites per cell the scalars become matrices. The common stiffness then survives for magnons whose internal angles relax, but in general not for rigid spirals.

## Functional and bare response

Electrons hop on a lattice without spin-orbit coupling. Site $i$ has the moment $\mathbf m_i=\langle\boldsymbol\sigma_i\rangle$, and $\hbar=1$. In mean field the free energy is

$$E[\mathbf m]=T_s[\mathbf m]-\tfrac14\sum_i I_i|\mathbf m_i|^2 , \tag{2}$$

where $T_s$ is the free energy of noninteracting electrons constrained to the moments $\mathbf m_i$. This is the lattice form of an adiabatic local spin functional: the interaction depends on the length of each moment alone. Charge interactions are left out of (2). They matter for stability against density waves; in the Hubbard model, for example, they cancel the attraction between parallel spins. Charges do not change at first order in a tilt, so for the transverse results below such interactions only add a fixed potential to $H_0$. The noninteracting electrons have the Hamiltonian $H=H_0-\frac12\sum_i\mathbf B_i\cdot\boldsymbol\sigma_i$. Their band free energy $F[\mathbf B]$ is related to $T_s$ by a Legendre transform,

$$T_s=F+\tfrac12\sum_i\mathbf B_i\cdot\mathbf m_i,\qquad dF=-\tfrac12\sum_i\mathbf m_i\cdot d\mathbf B_i,\qquad dT_s=\tfrac12\sum_i\mathbf B_i\cdot d\mathbf m_i . \tag{3}$$

Stationarity of (2) gives $\mathbf B_i=I_i\mathbf m_i$. The reference state has all $\mathbf m_i$ along $z$ and $B_i,m_i>0$.

Write transverse vectors as complex numbers, $b=b_x+ib_y$. A small field $b_je^{-i\omega t}$ adds $-\frac12 b_j$ times the operator that turns spin up into spin down on site $j$, plus the Hermitian conjugate. Let $n$ label spin-up and $l$ spin-down orbitals $\varphi$, with energies $E$ and occupations $f$. The matrix element is $V_{ln}=-\frac12\sum_jb_j\varphi_l^*(j)\varphi_n(j)$, and the linearized density matrix obeys

$$i\dot\rho_{ln}=(E_l-E_n)\rho_{ln}+(f_n-f_l)V_{ln}\;\Rightarrow\;\rho_{ln}=-\frac{(f_n-f_l)V_{ln}}{E_l-E_n-\omega}.$$

The transverse moment is $2\langle c^\dagger_{i\uparrow}c_{i\downarrow}\rangle=2\sum_{nl}\varphi_n^*(i)\varphi_l(i)\rho_{ln}=\sum_j\chi_{ij}b_j$. The factors 2 and $\frac12$ cancel:

$$\chi_{ij}(\omega)=\sum_{nl}\frac{f_n-f_l}{E_l-E_n-\omega}\,\varphi_n^*(i)\varphi_l(i)\varphi_l^*(j)\varphi_n(j). \tag{4}$$

Where $\omega$ is omitted, it is zero. The static weights are nonnegative, because $f$ decreases with energy, so $\chi$ is a nonnegative Hermitian matrix. I assume that it is invertible. For one band $\varepsilon_{\mathbf k}$ split by $\Delta$, plane waves give

$$\chi(\mathbf q,\omega)=\frac1N\sum_{\mathbf k}\frac{f_{\mathbf k\uparrow}-f_{\mathbf k+\mathbf q\downarrow}}{\Delta+\varepsilon_{\mathbf k+\mathbf q}-\varepsilon_{\mathbf k}-\omega}. \tag{5}$$

## Tilting the fields

Insert $\mathbf m_i=\mathbf B_i/I_i$ in the interaction terms of $E=F+\frac12\sum\mathbf B\cdot\mathbf m-\frac14\sum I m^2$. The result is a functional of the fields, $F[\mathbf B]+\sum_iB_i^2/(4I_i)$, which is stationary at the same states. If the fields turn at fixed length, its second term is constant and the energy change is that of $F$. This is the force theorem.

Let the field on site $i$ tilt by the complex angle $\theta_i$. Its transverse part is $B_i\theta_i$, and its $z$ part changes by $-B_i|\theta_i|^2/2$. By (3) the latter contributes $+\frac14m_iB_i|\theta_i|^2$. Integrating $-\frac12\mathrm{Re}(m^*db)$ with $m=\chi b$ gives the transverse contribution $-\frac14b^\dagger\chi b$. With $m$ and $B$ now standing for diagonal matrices,

$$\delta E_F=\tfrac14\theta^\dagger K_F\theta,\qquad K_F=mB-B\chi B. \tag{6}$$

A half turn about $z$ reverses $\theta$, so charges, chemical potential and moment lengths change at order $\theta^2$ at the earliest. The energy is stationary in them, so they enter at order $\theta^4$.

Define exchange parameters by $E=-\frac12\sum_{i\ne j}J_{ij}\mathbf e_i\cdot\mathbf e_j$ with unit vectors $\mathbf e_i$. The cross term of $\mathbf e_i\cdot\mathbf e_j$ is $\mathrm{Re}\,\theta_i^*\theta_j$. Comparison with (6) gives $-\frac12J_{ij}=\frac14K_{ij}$, hence

$$J^F_{ij}=-\tfrac12(K_F)_{ij}=\tfrac12B_i\chi_{ij}B_j\qquad(i\neq j). \tag{7}$$

These are the force-theorem parameters, and they contain the bare response.

## Tilting the moments

The tilted fields produce transverse moments $\chi B\theta$, whereas moments tilted by $\theta$ would have $m\theta$. For one site per cell the moment angle is $\theta\,\chi(\mathbf q)\Delta/m$, which differs from the field angle. To hold the moments at $\theta$, the total transverse field must be $b=\chi^{-1}m\theta$. The part beyond $B\theta$ is an external constraining field.

The moment lengths may adjust. Let the $z$ parts of field and moment change by $\delta B_i$ and $\delta m_i$, both of order $\theta^2$, and collect the changes in $E=F+\frac12\sum\mathbf B\cdot\mathbf m-\frac14\sum Im^2$ to this order:

- $F$ changes by $-\frac12\sum_im_i\delta B_i-\frac14b^\dagger\chi b$;
- the product term changes by $\frac12\sum_i(m_i\delta B_i+B_i\delta m_i)+\frac12b^\dagger\chi b$;
- the interaction changes by $-\frac12\sum_iB_i\delta m_i-\frac14\theta^\dagger mB\theta$, because $I_im_i=B_i$.

In the sum $\delta B_i$ and $\delta m_i$ cancel, and $b^\dagger\chi b=\theta^\dagger m\chi^{-1}m\theta$. It would be wrong to insist on fixed lengths in a fully polarized band: there a tilted spiral regains its full moment only in an infinite field, which costs energy of order $\theta^2$. With finite fields,

$$\delta E_M=\tfrac14\theta^\dagger K_M\theta,\qquad K_M=m\chi^{-1}m-mB. \tag{8}$$

The corresponding pair parameters, $J^M_{ij}=-\frac12m_i(\chi^{-1})_{ij}m_j$, contain the inverse response.

To turn energies into frequencies, write $\delta E=-\frac12\sum\mathbf h_i\cdot\delta\mathbf m_i$. The transverse gradient of $\frac14\theta^\dagger K\theta$ is $\frac12K\theta$, so $h_i=-(K\theta)_i/m_i$. A spin with energy $-\frac12\mathbf h\cdot\boldsymbol\sigma$ obeys $\dot{\mathbf m}=-\mathbf h\times\mathbf m$, whose transverse part is $m_i\dot\theta_i=ih_im_i=-i(K\theta)_i$. With $\theta\propto e^{-i\omega t}$,

$$K\theta=\omega\,m\theta. \tag{9}$$

This equation describes moments, so the adiabatic magnons are those with $K=K_M$. Using $K_F$ in it replaces moment angles by field angles.

## One stiffness

For a wave, set $\theta_{\mathbf Ra}=\theta_ae^{i\mathbf q\cdot\mathbf r_{\mathbf Ra}}$, where $a$ labels the sites of a cell. All matrices then depend on $\mathbf q$. If all fields turn by one angle, all moments follow, because $H_0$ is spin-isotropic:

$$\sum_b\chi_{ab}(0)B_b=m_a. \tag{10}$$

A uniform tilt therefore costs nothing in (6) or (8).

Let $M=mB^{-1}$, so that $mB=BMB=mM^{-1}m$. Then

$$K_F=B(M-\chi)B,\qquad K_M=m(\chi^{-1}-M^{-1})m=B(M-\chi)\chi^{-1}m,$$

where the last step uses $\chi^{-1}-M^{-1}=M^{-1}(M-\chi)\chi^{-1}$ and $mM^{-1}=B$. Invert $K_M$ and write $\chi=M-(M-\chi)$:

$$K_M^{-1}=m^{-1}\chi(M-\chi)^{-1}B^{-1}=B^{-1}(M-\chi)^{-1}B^{-1}-(mB)^{-1},$$

$$K_M^{-1}=K_F^{-1}-(mB)^{-1}. \tag{11}$$

Suppose $K_F>0$ for $\mathbf q\ne0$, that is, the ferromagnet is stable against tilts. Then $\chi<M$, hence $\chi^{-1}>M^{-1}$ and $K_M>0$. By (9), the eigenvalues of $m^{1/2}K^{-1}m^{1/2}$ are $1/\omega$, and (11) says that the two such matrices differ by the diagonal matrix $B^{-1}$. Its elements lie between $1/B_{\max}$ and $1/B_{\min}$, so the largest eigenvalue moves by an amount between these limits:

$$\frac1{B_{\max}}\le\frac1{\omega_F}-\frac1{\omega_M}\le\frac1{B_{\min}} \tag{12}$$

for the lowest branch. When $\omega_F\simeq Dq^2$ with $D>0$, both inverse energies diverge while their difference stays bounded. Hence $\omega_M-\omega_F=O(q^4)$, and the stiffness is common.

For one site per cell, (10) gives $m=\Delta\chi(0)$. Dividing (6) and (8) by $m$ gives (1), from which

$$\omega_M=\frac{\omega_F}{1-\omega_F/\Delta}=\omega_F+\frac{D^2q^4}{\Delta}+\dots \tag{13}$$

Since $\chi(\mathbf q)>0$, $\omega_F$ stays below $\Delta$, while (1) puts no such limit on $\omega_M$. The angle ratio found above is $\chi(\mathbf q)/\chi(0)=1-\omega_F/\Delta$, so the denominator in (13) measures how far the moments lag behind their fields.

The stiffness of a cubic band follows from (5). Take $\mathbf q$ along $x$, with $v=\partial\varepsilon/\partial k_x$ and $\varepsilon''=\partial^2\varepsilon/\partial k_x^2$. In the $f_\uparrow$ term the band difference is $d=vq+\frac12\varepsilon''q^2$. In the $f_\downarrow$ term, shift $\mathbf k$ by $-\mathbf q$; the difference becomes $d'=vq-\frac12\varepsilon''q^2$. Expanding $\Delta^2/(\Delta+d)=\Delta-d+d^2/\Delta-\dots$ gives

$$\Delta^2\chi=m\Delta-\frac{q^2}N\sum_{\mathbf k}\left[f_\uparrow\left(\frac{\varepsilon''}2-\frac{v^2}\Delta\right)+f_\downarrow\left(\frac{\varepsilon''}2+\frac{v^2}\Delta\right)\right]+\dots,$$

where the linear terms vanish by inversion. As $\omega_F=\Delta-\Delta^2\chi/m$,

$$D=\frac1{mN}\sum_{\mathbf k}\left[(f_\uparrow+f_\downarrow)\frac{\varepsilon''}2-(f_\uparrow-f_\downarrow)\frac{v^2}\Delta\right]. \tag{14}$$

In real space, $K(\mathbf q)=2\sum_{\mathbf R}J(\mathbf R)(1-\cos\mathbf q\cdot\mathbf R)$. The cubic average of $(\mathbf q\cdot\mathbf R)^2$ is $q^2R^2/3$, so

$$D=\frac1{3m}\sum_{\mathbf R}J(\mathbf R)R^2 \tag{15}$$

for both sets. They share this second moment, not the individual parameters. The sum converges quickly in the fully polarized, thermally smeared example below; when both spin bands have a sharp Fermi surface, $J(\mathbf R)$ oscillates and decays slowly, and the sum needs a convergence factor.

## Rigid spirals

Multiplying (11) by $K_F$ on the left and $K_M$ on the right gives

$$K_M-K_F=K_F(mB)^{-1}K_M. \tag{16}$$

Let $u$ be the vector with all components 1, which describes a rigid spiral. With several sites, $K_Fu$ and $K_Mu$ can be of order $q$, since neighbours on the two sides of a site may pull unequally. The rigid energies then differ at order $q^2$, and so do the stiffnesses read from them.

To see what relaxation does, expand $K=K_0+qK_1+q^2K_2$ and $\theta=u+q\xi+\dots$ in (9), with $\omega=Dq^2$. Order $q$ gives $K_0\xi=-K_1u$. Project order $q^2$ on $u$, using $K_0u=0$:

$$D\sum_am_a=u^\dagger K_2u+u^\dagger K_1\xi=u^\dagger K_2u-\xi^\dagger K_0\xi. \tag{17}$$

The last term is the energy gained by internal rotation. It lowers each rigid value to the common $D$ required by (12).

## The dynamical pole

In adiabatic time-dependent theory the induced field is $b_a=I_am_{\perp a}$. A free oscillation obeys $m_\perp=\chi(\mathbf q,\omega)Im_\perp$, which for one site is $1=I\chi(\mathbf q,\omega)$. From (5), $\chi(0,\omega)=m/(\Delta-\omega)$, so the inverse response at $q=0$ is linear in $\omega$ with slope $-1/m$. At small $q$ this slope changes by $O(q^2)$, provided the spin-flip continuum stays separated by a gap. The condition $1/\chi(\mathbf q,\omega)=\Delta/m$ then reads

$$\omega\,[1+O(q^2)]=\frac m{\chi(\mathbf q)}-\Delta=\omega_M. \tag{18}$$

The pole has the same stiffness.

For several sites, define $W$ by $\omega W=m[\chi^{-1}(\mathbf q,0)-\chi^{-1}(\mathbf q,\omega)]m$. As $I^{-1}=M$, the pole condition becomes $K_M\theta=\omega W\theta$. In a frame turning at frequency $\omega$ the longitudinal fields are $B_a-\omega$. Transverse fields $(B_a-\omega)\theta$ tilt all of them by one angle, so the moments become $m_a\theta$. Thus $\chi^{-1}(0,\omega)$ maps the vector $m_a$ to $B_a-\omega$, and $(Wu)_a=m_a$ at $q=0$. In the derivation of (17), $W$ enters only through $u^\dagger Wu=\sum_am_a$, so $D$ is unchanged.

At large $q$ the comparison can be made for a fully polarized band with large $\Delta$. Let $\langle\dots\rangle$ average over occupied states, with $d=\varepsilon_{\mathbf k+\mathbf q}-\varepsilon_{\mathbf k}$ and variance $s^2$. Define $G(z)=\langle1/(z+d)\rangle$, so that $\chi(\mathbf q,\omega)=mG(\Delta-\omega)$. For large $z$,

$$\frac1{G(z)}=z+\langle d\rangle-\frac{s^2}z+\frac\beta{z^2}+\dots,$$

where $\beta$ will cancel. Then $\omega_M=1/G(\Delta)-\Delta$ and $\omega_F=\Delta-\Delta^2G(\Delta)$ give

$$\omega_M=\langle d\rangle-\frac{s^2}\Delta+\frac\beta{\Delta^2}+\dots,\qquad \omega_F=\langle d\rangle-\frac{s^2+\langle d\rangle^2}\Delta+\dots \tag{19}$$

The pole satisfies $1/G(\Delta-\omega)=\Delta$, or $\omega=\langle d\rangle-s^2/(\Delta-\omega)+\beta/\Delta^2+\dots$. Inserting $\omega\simeq\langle d\rangle$ on the right,

$$\omega_{\rm pole}=\langle d\rangle-\frac{s^2}\Delta+\frac{\beta-s^2\langle d\rangle}{\Delta^2}+\dots \tag{20}$$

In this regime the inverse response is correct through order $1/\Delta$ and misses the pole by $s^2\langle d\rangle/\Delta^2$. The bare response already errs by $\langle d\rangle^2/\Delta$. The inverse belongs to adiabatic magnons; it does not remove the adiabatic approximation.

## Worked example

Take a simple cubic band with hopping $t$ and lattice constant $a$, $\varepsilon_{\mathbf k}=-2t(\cos k_xa+\cos k_ya+\cos k_za)$, with 0.25 electrons per site, $\Delta=14\,t$ and electronic temperature $0.2\,t$ ($k_B=1$). The hopping is the natural energy unit here. The moment is $m=0.25$, so $I=14/0.25=56\,t$. Equation (14) gives $D=0.385\,ta^2$.

Along the cube diagonal, $\mathbf q=s\pi(1,1,1)/a$, the energies in units of $t$ are:

| $s$ | $\omega_F$ | $\omega_M$ | pole |
|---|---|---|---|
| 0.10 | 0.113 | 0.114 | 0.114 |
| 0.50 | 2.251 | 2.682 | 2.598 |
| 1.00 | 4.183 | 5.965 | 5.871 |

At the zone corner (13) reads $4.183/(1-4.183/14)=4.183/0.7012=5.965$. Relative to the pole, the bare value is 29% too low and the adiabatic value 1.6% too high. The adiabatic error is larger halfway, 3.3% at $s=0.5$. This ordering belongs to the large splitting and is not general. With the same filling and temperature but $\Delta=8\,t$, the values at $s=0.25$ are $\omega_F=0.52$, $\omega_M=0.56$ and pole $0.53$: the bare value is 2% too low and the adiabatic one 5% too high. For $\Delta=6\,t$ both lie above the pole, the bare one closer. At smaller splitting the nonadiabatic correction can thus outweigh the difference between $\omega_F$ and $\omega_M$. The formulas for $\omega_F$ and $\omega_M$ were tested against free energies of conical spirals, the latter with explicit constraining fields. The pole was tested against nonlinear real-time spin dynamics on a coarser mesh. At the zone corner the moments turn by 0.70 of the field angle, as the denominator above requires.

The nearest-neighbour parameters are $J^F=0.0441\,t$ and $J^M=0.0628\,t$. For the $(110)$ neighbour even the signs differ: $0.0014\,t$ against $-0.0017\,t$. With six nearest neighbours, that shell contributes $6J/(3\times0.25)=8J$ to (15), in units of $a^2$: $0.353$ and $0.503\,ta^2$. The sums over all shells both give $0.385\,ta^2$.

With 0.6 electrons per site, $\Delta=4\,t$ and temperature $0.3\,t$, both spin bands are partly filled and $D=-0.055\,ta^2$. The uniform state is then unstable towards long-wavelength spirals. The bare, adiabatic and dynamical stiffnesses still agree, since the one-site expansion does not require $D>0$.

A dimerized chain tests the matrix statements. Its cell, of length $a$, holds two equally spaced sites with fields $5\,t$ and $7\,t$, hoppings $t$ and $0.4\,t$, 0.6 electrons, and temperature $0.1\,t$. At $q=\pi/a$, $1/\omega_F-1/\omega_M=0.155/t$, between the limits $1/7=0.143$ and $1/5=0.200$ of (12). The relaxed stiffness is $0.078\,ta^2$ from fields, moments and pole alike. Rigid spirals give $0.111\,ta^2$ for tilted fields and $0.127\,ta^2$ for tilted moments. The numerical output gives the remaining values.

These are mean-field results for model bands. The proof uses one field direction per site and a local kernel; spin-orbit coupling would break (10), and a magnon inside the spin-flip continuum would be damped and have no real pole. Strictly, thermally excited electrons extend this continuum down to the magnon at the zone corner of the first example, but the occupation involved is below $10^{-12}$ and the damping is negligible.

## Table of computed values

```
filling 0.25 electrons/site, splitting 14.0 t
electronic temperature 0.2 t
moment m = 0.250000 per site
interaction I = Delta/m = 56.0000 t
stiffness D (analytic) = 0.38492 t a^2
q=0.10pi(111): w_F=0.1130 w_M=0.1140 pole=0.1137 t
q=0.25pi(111): w_F=0.6754 w_M=0.7097 pole=0.6994 t
q=0.50pi(111): w_F=2.2509 w_M=2.6821 pole=2.5975 t
q=0.75pi(111): w_F=3.6607 w_M=4.9568 pole=4.8365 t
q=1.00pi(111): w_F=4.1828 w_M=5.9649 pole=5.8714 t
w/q^2 at q=0.05/a: F 0.38484, M 0.38487, pole 0.38486 t a^2
(w_M-w_F)*Delta/(D^2 q^4) at q=0.2/a: 0.9945
partly polarized case: filling 0.6, splitting 4 t, temp. 0.3 t
  m = 0.45866, D analytic = -0.05524 t a^2
  w/q^2 F, M, pole = -0.05523, -0.05523, -0.05522 t a^2
spiral energies, 16^3 k, q=0.5pi(111): F 2.2503, M 2.6812 t
spiral energies, 16^3 k, q=1.0pi(111): F 4.1821, M 5.9636 t
moment angle / field angle at pi(111): 0.7013
64-site cell J1: rotation 0.043077, response 0.043082 t
J(100): F 0.044137, M 0.062839 t
J(110): F 0.001413, M -0.001699 t
J(200): F 0.000310, M -0.001420 t
D from sum J R^2/(3m): F 0.38492, M 0.38492 t a^2
8^3 k, pi(111): real time 5.8208, pole 5.8208 t
pi(111), Delta=1000 t: <d> = 6.2014 t, s^2 = 4.9920 t^2
(w_M-w_F)*Delta/<d>^2 = 0.9923
(w_M-pole)*Delta^2/(s^2<d>) = 0.9907
chain: B = 5, 7 t; hoppings 1, 0.4 t; 0.6 electrons/cell; temp. 0.1 t
chain moments: 0.18339, 0.41661
chain q=0.500/a: w_F=0.01925 w_M=0.01931 t, 1/w_F-1/w_M=0.16013/t
chain q=1.500/a: w_F=0.15399 w_M=0.15784 t, 1/w_F-1/w_M=0.15856/t
chain q=3.142/a: w_F=0.36372 w_M=0.38543 t, 1/w_F-1/w_M=0.15484/t
chain relaxed w/q^2, q=0.02/a: F 0.07807, M 0.07807, pole 0.07807 t a^2
chain rigid-spiral w/q^2: F 0.11103, M 0.12677 t a^2
```
